# Sah-Shockley Recombination Through Three Charge States and Its Capture Bottlenecks, part 2

A defect that can be positive, neutral or negative lets electrons and holes recombine through two cycles, one between $+$ and $0$, the other between $0$ and $-$. Does the slowest capture limit the total steady-state rate $R$?

The carrier densities $n$ (electrons) and $p$ (holes) are held fixed. The defect density is $N$, and the charge-state fractions $f_+$, $f_0$, $f_-$ add to one. Densities are in cm$^{-3}$, rates per defect in s$^{-1}$.

Capture coefficients $C$, in cm$^3$/s, carry the carrier as subscript and the charge state before capture as superscript. The capture rates are $a_+=C_n^+n$, $a_0=C_p^0p$, $b_0=C_n^0n$ and $b_-=C_p^-p$. The emission rates are $C_n^+n_1$ from $0$ to $+$, $C_p^0p_1$ from $+$ to $0$, $C_n^0n_2$ from $-$ to $0$, and $C_p^-p_2$ from $0$ to $-$, with
$$n_1=N_c\frac{g_+}{g_0}e^{-(E_c-E_1)/kT},\qquad p_1=N_v\frac{g_0}{g_+}e^{-(E_1-E_v)/kT},$$
$$n_2=N_c\frac{g_0}{g_-}e^{-(E_c-E_2)/kT},\qquad p_2=N_v\frac{g_-}{g_0}e^{-(E_2-E_v)/kT},$$
$$n_1p_1=n_2p_2=N_cN_ve^{-(E_c-E_v)/kT}=n_i^2 .$$
$E_1$, $E_2$ are the levels $(+/0)$, $(0/-)$; $E_c$, $E_v$ the band edges; $N_c$, $N_v$ the effective densities of states; $g_+$, $g_0$, $g_-$ the degeneracies; $T$ the temperature; $n_i$ the intrinsic density.

The net cycle rates per defect (U1/N and U2/N in the table) are
$$u_1=a_+f_+-C_n^+n_1f_0=a_0f_0-C_p^0p_1f_+,$$
$$u_2=b_0f_0-C_n^0n_2f_-=b_-f_--C_p^-p_2f_0 .$$
The full formula is
$$R=\frac{N(np-n_i^2)}{1+r_++r_-}
\left[\frac{C_n^+C_p^0}{C_n^+n+C_p^0p_1}+\frac{C_n^0C_p^-}{C_p^-p+C_n^0n_2}\right],$$
$$r_+\equiv\frac{f_+}{f_0}=\frac{C_p^0p+C_n^+n_1}{D_1},\qquad
r_-\equiv\frac{f_-}{f_0}=\frac{C_n^0n+C_p^-p_2}{D_2},$$
$$D_1=C_n^+n+C_p^0p_1,\qquad D_2=C_p^-p+C_n^0n_2 .$$
The first cycle alone gives the Shockley-Read-Hall rate
$$R=\frac{N(np-n_i^2)}{(n+n_1)/C_p^0+(p+p_1)/C_n^+}.$$
Relative to such isolated cycles,
$$u_1=(1-f_-)u_1^{iso},\qquad u_2=(1-f_+)u_2^{iso}.$$

From here on $np>n_i^2$. The questioner's rule estimates the total as the sum of the slower captures in each cycle. This is an upper bound:
$$R\le N\left[\min(a_+,a_0)+\min(b_0,b_-)\right].$$
What stops the total from reaching it?

**A:** Three things can. Taking the minimum ignores the wait for the faster capture in the same cycle, which can cost up to a factor of two. Emission undoes captures. And each cycle's bound supposes that the defect is fully available to that cycle. To see the first and the last effect clearly, neglect emission. It is enough that each emission be slow compared with the capture that makes the same change of charge:
$$C_p^0p_1\ll a_+,\quad C_n^+n_1\ll a_0,\quad C_p^-p_2\ll b_0,\quad C_n^0n_2\ll b_- .$$
Multiplying the first two gives $n_i^2\ll np$, so that condition need not be added. The four conditions are sufficient, not necessary. If, for example, the other three hold and $C_p^-p_2$ exceeds $b_0$ while both are far below $b_-$, the negative state stays nearly empty and the capture-only rate below is still accurate. The population ratios reduce to $r_+=a_0/a_+$ and $r_-=b_0/b_-$, and the hole count on the first link and the electron count on the second give
$$u_1=a_0f_0,\qquad u_2=b_0f_0 .$$
The capture-only rate is therefore
$$R=N\frac{a_0+b_0}{1+a_0/a_++b_0/b_-}.$$
Suppose that neutral capture is the slower step in both cycles, $a_0\le a_+$ and $b_0\le b_-$. The sum of the slower rates is then $a_0+b_0$, and $R$ is $N$ times this sum multiplied by $f_0$. Both ratios in the denominator are at most one, so $f_0$ lies between one third and one. Your estimate is then good to within a factor of three. It becomes accurate when both charged captures are much faster than the neutral ones.

**Q:** Give me numbers.

**A:** Take a model at 300 K with a gap of 1.5 eV, $N=10^{14}$ cm$^{-3}$ and $n=p=10^{16}$ cm$^{-3}$. The defects can hold a charge of at most 1% of either carrier density, so imposing $n=p$ is a reasonable simplification. The levels $E_1$ and $E_2$ lie at 0.6 and 0.9 eV above the valence band edge. The emission rates use $N_c=10^{18}$ cm$^{-3}$, $N_v=10^{19}$ cm$^{-3}$ and degeneracies $g_+=1$, $g_0=2$, $g_-=1$. In case A the coefficients are
$$C_n^+=C_p^-=10^{-7},\quad C_p^0=2\times10^{-9},\quad C_n^0=5\times10^{-10}\ \text{cm}^3/\text{s}.$$
Multiplication by the carrier density gives $a_+=b_-=10^9$, $a_0=2\times10^7$ and $b_0=5\times10^6$ s$^{-1}$. Emission can be neglected. For example, the negative defect emits an electron at 0.083 s$^{-1}$, compared with $b_-=10^9$ s$^{-1}$. Then
$$\frac RN=\frac{2.5\times10^7}{1+0.02+0.005}\ \text{s}^{-1}=2.44\times10^7\ \text{s}^{-1},$$
and $R=2.44\times10^{21}$ cm$^{-3}$ s$^{-1}$. The bound is $2.50\times10^{21}$ cm$^{-3}$ s$^{-1}$. The rate reaches 97.6% of it, which is the neutral fraction $f_0$. Two isolated cycles would give $2\times10^7/1.02+5\times10^6/1.005=2.458\times10^7$ s$^{-1}$, or 98.3%. Most of the shortfall here is thus the wait for the charged capture within each cycle, and only 0.8% comes from competition between the cycles.

**Q:** That supports my rule. Charged defects attract the carriers they need, so I would expect the neutral captures to be slow anyway.

**A:** Attraction raises the carrier density near the defect, but capture also has to dispose of the electronic energy, through lattice vibrations or light. A small probability for that step can make the coefficient small despite the attraction. The rate equations do not exclude it.

In case B only one coefficient changes: $C_p^-=10^{-12}$ cm$^3$/s, so $b_-=10^4$ s$^{-1}$. What does your rule predict?

**Q:** The first cycle is untouched and contributes $2\times10^7$ s$^{-1}$. The second now contributes $10^4$ s$^{-1}$. The total should fall by about a fifth.

**A:** It falls by a factor of 489. The ratio $b_0/b_-$ is now 500, and
$$\frac RN=\frac{2.5\times10^7}{1+0.02+500}\ \text{s}^{-1}=4.99\times10^4\ \text{s}^{-1}.$$
Thus $R=4.99\times10^{18}$ cm$^{-3}$ s$^{-1}$, which is 0.25% of the sum of minima. The upper bound holds, but it is a very poor estimate.

The populations show the cause: 99.8% of the defects are negative, waiting for a hole. The first cycle falls from $1.95\times10^7$ to $3.99\times10^4$ s$^{-1}$ per defect, although neither of its own coefficients has changed. Its isolated rate is multiplied by $1-f_-$, and that factor has become very small.

**Q:** Then is the total rate simply the rate of the slow step, $b_-$?

**A:** Not that either. The total per defect is about five times $b_-$. In the capture-only regime $u_1/u_2=a_0/b_0$, which is 4 here. For each passage through the slow negative state there are on average four through the positive state. The second cycle runs at $9.98\times10^3$ s$^{-1}$, close to $b_-$, and the first at four times that.

**Q:** So a bare comparison of capture rates is not enough. Is there a rule that does identify the bottleneck?

**A:** Compare waiting times, each weighted by how often the wait occurs. Invert the capture-only rate:
$$\frac NR=\frac1{a_0+b_0}+\frac{a_0}{a_0+b_0}\frac1{a_+}+\frac{b_0}{a_0+b_0}\frac1{b_-}.$$
Define $P_1=a_0/(a_0+b_0)$ and $P_2=b_0/(a_0+b_0)$, so that
$$\frac NR=\frac1{a_0+b_0}+\frac{P_1}{a_+}+\frac{P_2}{b_-}.$$
Follow a single defect from the moment it becomes neutral. Two captures compete, so the probability that it is still neutral after a time $t$ is $e^{-(a_0+b_0)t}$, and the mean wait is $1/(a_0+b_0)$. The probability that hole capture comes first is
$$\int_0^\infty a_0e^{-(a_0+b_0)t}\,dt=\frac{a_0}{a_0+b_0}=P_1 .$$
The defect then waits $1/a_+$ on average for an electron. With probability $P_2$ it becomes negative instead and waits $1/b_-$ for a hole. In both cases it returns to neutral after removing one electron and one hole. The right side is thus the mean time per recombination.

A stochastic simulation of one defect, with captures only and rates in arbitrary units, gave a mean time of 1.226 where this expression gives 1.222. The relative difference is 0.3%, within the 2% allowed in the test for random scatter.

**Q:** How tightly does the longest term fix the rate?

**A:** Within a factor of three. Let $T_{max}$ be the largest of the three terms. Their sum is at least $T_{max}$ and at most $3T_{max}$, so
$$\frac N{3T_{max}}\le R\le\frac N{T_{max}} .$$
In case A the terms for $0$, $+$ and $-$ are 40, 0.8 and 0.2 ns. The neutral wait dominates. In case B the first two are unchanged and the last is 20 µs. The unweighted wait $1/b_-$ is 100 µs, but only one recombination in five includes it, because $P_2=0.2$.

This is the sense in which a slowest step limits the total when emission is negligible. A slow charged capture that is rarely entered may do little harm. One that is entered often can hold back both cycles.

**Q:** What if both charged captures are slow?

**A:** Then the neutral wait drops out and
$$\frac RN\simeq\left(\frac{P_1}{a_+}+\frac{P_2}{b_-}\right)^{-1}.$$
This is a weighted harmonic mean of $a_+$ and $b_-$. It lies between them, since $P_1+P_2=1$, and hence below their sum. The two slow steps do not contribute as independent channels, because a defect cannot wait in both states at once.

The condition of slow neutral captures is sufficient for your estimate, but not necessary. Suppose that $a_+$ is much smaller than $a_0$, that $b_0$ is much smaller than $a_+$, and that $b_-$ is much larger than $b_0$. Then $R/N\simeq a_+(1+b_0/a_0)\simeq a_+$, while the sum of minima is $a_++b_0\simeq a_+$. The first cycle is limited by its charged step, but the blocked second cycle would have added little.

**Q:** Is the bottleneck a property of the defect, then?

**A:** Of the defect together with the carrier densities. The two ratios that decide the populations are
$$\frac{a_0}{a_+}=\frac{C_p^0}{C_n^+}\frac pn,\qquad \frac{b_0}{b_-}=\frac{C_n^0}{C_p^-}\frac np .$$
At $n=p$ the densities drop out of both, and $R$ is proportional to $n$ as long as emission is negligible. If holes greatly outnumber electrons, the first ratio grows and the second shrinks. The defect then waits in the positive state, and $R\to Na_+$: electron capture by $+$ is limiting. If electrons greatly outnumber holes, the corresponding limit is $R\to Nb_-$. These limits hold while the four conditions for neglecting emission still hold.

**Q:** Suppose I could increase one capture coefficient slightly. Which one would help most?

**A:** Take logarithmic derivatives at fixed $n$ and $p$. Let $\phi_0$, $\phi_+$, $\phi_-$ be the capture-only fractions, and write
$$\ln\frac RN=\ln(a_0+b_0)-\ln Z,\qquad Z=1+\frac{a_0}{a_+}+\frac{b_0}{b_-}.$$
Then $\phi_0=1/Z$, $\phi_+=(a_0/a_+)/Z$ and $\phi_-=(b_0/b_-)/Z$. The rate $a_+$ appears in $Z$ alone, in inverse proportion, so its derivative has a positive sign after the two minus signs. The rate $a_0$ appears in both logarithms. The results are
$$\frac{\partial\ln R}{\partial\ln C_n^+}=\phi_+,\qquad
\frac{\partial\ln R}{\partial\ln C_p^0}=P_1-\phi_+,$$
$$\frac{\partial\ln R}{\partial\ln C_n^0}=P_2-\phi_-,\qquad
\frac{\partial\ln R}{\partial\ln C_p^-}=\phi_- .$$
Their sum is $P_1+P_2=1$, as it must be: multiplying all four coefficients by the same factor multiplies $R$ by that factor.

In case A the largest value is 0.78, for hole capture by the neutral defect. In case B it is 0.998, for hole capture by the negative defect.

**Q:** A difference such as $P_2-\phi_-$ can be negative. Are you telling me that faster capture can reduce recombination?

**A:** Yes. In case B it is $0.2-0.998=-0.798$. An increase of $C_n^0$ by 1% lowers $R$ by about 0.8%, because it sends more defects into the state where they are stuck.

The condition can be found exactly within the capture-only model. The derivative is negative when $\phi_->P_2$, that is, when
$$\frac{b_0/b_-}{Z}>\frac{b_0}{a_0+b_0}.$$
Divide by $b_0$ and multiply by the positive quantity $Z(a_0+b_0)$:
$$\frac{a_0+b_0}{b_-}>1+\frac{a_0}{a_+}+\frac{b_0}{b_-}.$$
The term $b_0/b_-$ cancels. Division by $a_0$ leaves
$$\frac1{b_-}>\frac1{a_0}+\frac1{a_+}.$$
The right side is the mean time for one turn of the first cycle alone. Diverting defects into the negative state reduces the total if the wait there is longer than a whole turn of the other cycle. In case B the wait is 100 µs and the turn takes 51 ns. By the same steps with the cycles exchanged, a larger $C_p^0$ reduces $R$ if $1/a_+>1/b_0+1/b_-$.

**Q:** All this neglects emission. Surely emission can only make recombination slower, since it undoes a capture.

**A:** With a single cycle that is so. The Shockley-Read-Hall rate has $n_i^2$ subtracted in its numerator and $n_1$, $p_1$ added in its denominator, and each of these lowers it. With two cycles, emission can also release a defect from the state in which it is blocked.

Case C keeps all the coefficients of case B but places the upper level at 1.35 eV, which is 0.15 eV below the conduction band edge. Now $n_2=6.04\times10^{15}$ cm$^{-3}$, and the negative defect emits an electron at
$$C_n^0n_2=3.02\times10^6\ \text{s}^{-1}.$$
This is about 300 times $b_-$, so the capture-only formula no longer applies. Since $p_2$ is negligible,
$$r_-=\frac{b_0}{b_-+C_n^0n_2}
=\frac{5\times10^6}{10^4+3.02\times10^6}=1.65 .$$
With $r_+=0.02$ the neutral fraction is $f_0=1/(1+0.02+1.65)=0.375$, whereas it was 0.002 in case B.

**Q:** But an emitted electron has not recombined.

**A:** It has not, and the second cycle does slow down, from $9.98\times10^3$ to $6.18\times10^3$ s$^{-1}$ per defect. The gain is in the first cycle, which has its defect back for part of the time:
$$u_1\simeq a_0f_0=2\times10^7\times0.375\ \text{s}^{-1}=7.5\times10^6\ \text{s}^{-1}.$$
The total is $R=7.50\times10^{20}$ cm$^{-3}$ s$^{-1}$, 150 times that of case B. It is 37% of the sum-of-minima bound, which included emission from the start and still holds.

Expressed as a carrier lifetime $n/R$, the three cases give 4.1 µs, 2.0 ms and 13 µs. These are values for the stated densities in steady state, and they count this defect alone. In a direct-gap semiconductor with this gap, band-to-band radiative recombination at $10^{16}$ cm$^{-3}$ would give a lifetime of the order of 1 µs and would dominate all three. To use $n/R$ for a decay, the defect populations must adjust faster than the carrier densities change. Even then the decay is exponential only if $R$ is proportional to $n$, as in cases A and B. In case C the ratio $r_-$ falls as $n$ falls, $f_0$ rises, and $n/R$ shortens during the decay.

**Q:** Then how should I phrase the rule about the slowest step?

**A:** With its conditions. For $np>n_i^2$, the slower capture in each cycle bounds that cycle, and the sum of the two bounds the total. If emission is negligible and neutral capture is the slower step in both cycles, the total is at least one third of that sum. If a charged capture is slow, use the weighted waiting times, but first check all four conditions for neglecting emission. Emission can empty a blocked state, as in case C, and emission from the neutral defect can also fill one. If a condition fails, use the full formula. The numerical output below gives the populations and cycle rates for the three cases. The waiting times listed there are for captures alone, so they do not describe case C, where emission matters.

## Table of computed values

```
temperature = 300 K
kT = 0.025852 eV
gap = 1.5 eV
Nc, Nv = 1e+18, 1e+19 cm^-3
degeneracies +,0,- = 1, 2, 1
defect density N = 1e+14 cm^-3
n = p = 1e+16 cm^-3
ni = 7.953e+05 cm^-3
E1 above valence edge, all cases = 0.6 eV
n1, p1 = 379.9, 1.665e+09 cm^-3
--- case A: E2 = 0.9 eV
Cn+, Cp0, Cn0, Cp- = 1e-07, 2e-09, 5e-10, 1e-07 cm^3/s
a+, a0, b0, b- = 1e+09, 2e+07, 5e+06, 1e+09 1/s
n2, p2 = 1.665e+08, 3799 cm^-3
electron emission rate from - = 0.08326 1/s
f+, f0, f- = 0.01951, 0.9756, 0.004878
U1/N, U2/N = 1.951e+07, 4.878e+06 1/s
total R = 2.439e+21 cm^-3 s^-1
capture-only R = 2.439e+21 cm^-3 s^-1
N x sum of minima = 2.5e+21 cm^-3 s^-1
R / (N x sum of minima) = 0.9756
capture-only waits in 0,+,- = 4e-08, 8e-10, 2e-10 s
carrier lifetime n/R = 4.1e-06 s
--- case B: E2 = 0.9 eV
Cn+, Cp0, Cn0, Cp- = 1e-07, 2e-09, 5e-10, 1e-12 cm^3/s
a+, a0, b0, b- = 1e+09, 2e+07, 5e+06, 1e+04 1/s
n2, p2 = 1.665e+08, 3799 cm^-3
electron emission rate from - = 0.08326 1/s
f+, f0, f- = 3.992e-05, 0.001996, 0.998
U1/N, U2/N = 3.992e+04, 9980 1/s
total R = 4.99e+18 cm^-3 s^-1
capture-only R = 4.99e+18 cm^-3 s^-1
N x sum of minima = 2.001e+21 cm^-3 s^-1
R / (N x sum of minima) = 0.002494
capture-only waits in 0,+,- = 4e-08, 8e-10, 2e-05 s
carrier lifetime n/R = 0.002004 s
--- case C: E2 = 1.35 eV
Cn+, Cp0, Cn0, Cp- = 1e-07, 2e-09, 5e-10, 1e-12 cm^3/s
a+, a0, b0, b- = 1e+09, 2e+07, 5e+06, 1e+04 1/s
n2, p2 = 6.041e+15, 0.0001047 cm^-3
electron emission rate from - = 3.021e+06 1/s
f+, f0, f- = 0.007491, 0.3746, 0.6179
U1/N, U2/N = 7.491e+06, 6179 1/s
total R = 7.497e+20 cm^-3 s^-1
capture-only R = 4.99e+18 cm^-3 s^-1
N x sum of minima = 2.001e+21 cm^-3 s^-1
R / (N x sum of minima) = 0.3747
capture-only waits in 0,+,- = 4e-08, 8e-10, 2e-05 s
carrier lifetime n/R = 1.334e-05 s
case A dlnR/dlnC for Cn+,Cp0,Cn0,Cp- = 0.01951, 0.7805, 0.1951, 0.004878
case B dlnR/dlnC for Cn+,Cp0,Cn0,Cp- = 3.992e-05, 0.8, -0.798, 0.998
R ratio A/B = 488.8
R ratio C/B = 150.3
simulated, predicted time per event = 1.2257, 1.2222 (model units)
```
